# Wafer rotation leaves the radial part of a polishing pressure error: verification in Python

```python
"""
Result under test: with equal wafer and pad speeds, Preston removal K*p*V over
whole turns leaves a depth K*V*T*p0(r), where p0 is the angular mean of a
room-fixed pressure map. Angular harmonics vanish, the radial part p0 stays.

Symbols (SI inside the program):
R wafer radius, e distance between wafer and pad centres, K Preston coefficient,
P nominal pressure, V sliding speed, T polishing time, theta room-fixed angle
from the line pad centre -> wafer centre, phi wafer-fixed angle.
The map is p/P = 1 + tilts + saddle + Gaussian hump (height G, width w,
distance d from the wafer centre, direction theta_h).
"""
import numpy as np
from scipy.special import ive
from scipy.optimize import brentq, minimize_scalar
from scipy.linalg import solve_banded

R, e = 0.150, 0.200
K, P, T = 1e-13, 20e3, 60.0
rpm = 90.0
omega = 2 * np.pi * rpm / 60
V = omega * e
tilt_x, tilt_y, saddle = 0.08, -0.10, 0.05
G, w, d, theta_h = 0.20, 0.030, 0.090, np.radians(-60.0)


def room_map(x, y, hump=G):
    """Room-fixed pressure divided by the nominal pressure."""
    hx, hy = d * np.cos(theta_h), d * np.sin(theta_h)
    bump = np.exp(-((x - hx)**2 + (y - hy)**2) / (2 * w**2))
    return (1 + tilt_x * x / R + tilt_y * y / R
            + saddle * (x**2 - y**2) / R**2 + hump * bump)


def angular_mean(function, r, n=720):
    """Mean over a circle by direct sampling."""
    th = 2 * np.pi * np.arange(n) / n
    return np.mean(function(r * np.cos(th), r * np.sin(th)))


def p0_formula(r):
    # ive is exp(-z)*I(z); this is the hump ring without overflow
    return 1 + G * np.exp(-(r - d)**2 / (2 * w**2)) * ive(0, r * d / w**2)


def harmonic(m, r):
    """c_m in p/P = p0 + sum Re(c_m exp(i m theta)), m >= 1."""
    c = (2 * G * np.exp(-(r - d)**2 / (2 * w**2)) * ive(m, r * d / w**2)
         * np.exp(-1j * m * theta_h))
    if m == 1:
        c = c + (tilt_x - 1j * tilt_y) * r / R
    if m == 2:
        c = c + saddle * (r / R)**2
    return c


def followed_depth(r, phi, w_wafer, w_pad, wafer_tilt=0.0, n=4000):
    """Follow one wafer point; speed from differencing its path on the pad."""
    t = 2 * np.pi / w_wafer * np.arange(n) / n
    step = 1e-5

    def on_pad(time):
        return ((e + r * np.exp(1j * (phi + w_wafer * time)))
                * np.exp(-1j * w_pad * time))
    speed = np.abs(on_pad(t + step) - on_pad(t - step)) / (2 * step)
    place = r * np.exp(1j * (phi + w_wafer * t))
    pressure = (room_map(place.real, place.imag)
                + wafer_tilt * r / R * np.cos(phi))
    return K * P * T * np.mean(pressure * speed)


# Depth of followed points against the angular-mean formula
base_depth = K * P * V * T
for r in (0.0, 0.04, 0.085, 0.12, R):
    for phi in (0.0, 1.1, 3.0):
        got = followed_depth(r, phi, omega, omega)
        assert abs(got / (base_depth * p0_formula(r)) - 1) < 1e-7
turns = rpm * T / 60
assert abs(turns - round(turns)) < 1e-9

# A tilt that turns with the wafer survives whole
wafer_tilt = 0.02
fixed_difference = (followed_depth(R, 0, omega, omega, wafer_tilt)
                    - followed_depth(R, np.pi, omega, omega, wafer_tilt))
assert abs(fixed_difference / (2 * wafer_tilt * base_depth) - 1) < 1e-5

# Harmonic functions vanish; otherwise the slope of p0 is the disc Laplacian
for r in (0.03, 0.09, R):
    assert abs(angular_mean(lambda x, y: room_map(x, y, 0.0), r) - 1) < 1e-12
    other = angular_mean(lambda x, y: np.exp(x / R) * np.cos(y / R), r)
    assert abs(other - 1) < 1e-12
nodes, weights = np.polynomial.legendre.leggauss(80)


def laplacian(x, y, h=2e-4):
    return (room_map(x + h, y) + room_map(x - h, y) + room_map(x, y + h)
            + room_map(x, y - h) - 4 * room_map(x, y)) / h**2


for r in (0.06, 0.11):
    radii, wr = r * (nodes + 1) / 2, weights * r / 2
    disc = 2 * np.pi * sum(a * q * angular_mean(laplacian, q)
                           for a, q in zip(wr, radii))
    h = 1e-4
    slope = (angular_mean(room_map, r + h)
             - angular_mean(room_map, r - h)) / (2 * h)
    assert abs(disc / (2 * np.pi * r) / slope - 1) < 1e-3

# Variance: whole disc in Cartesian coordinates against the harmonic sum
u, wu = nodes * np.pi / 2, weights * np.pi / 2
X = R * np.sin(u)[:, None] + 0 * nodes[None, :]
Y = R * np.cos(u)[:, None] * nodes[None, :]
area = (wu * np.cos(u)**2)[:, None] * weights[None, :] / np.pi
assert abs(area.sum() - 1) < 1e-10
mean_map = np.sum(area * room_map(X, Y))
total_var = np.sum(area * (room_map(X, Y) - mean_map)**2)
radii = R * (nodes + 1) / 2
ring_area = weights * radii / R
mean_p0 = np.sum(ring_area * p0_formula(radii))
kept_var = np.sum(ring_area * (p0_formula(radii) - mean_p0)**2)


def angular_variance(r):
    return sum(0.5 * np.abs(harmonic(m, r))**2 for m in range(1, 41))


removed_var = np.sum(ring_area * angular_variance(radii))
assert abs((kept_var + removed_var) / total_var - 1) < 1e-6

# Ring crest: search on sampled means against r = d*I1/I0
found = minimize_scalar(lambda r: -angular_mean(room_map, r),
                        bounds=(0.05, 0.12), method="bounded",
                        options={"xatol": 1e-8}).x
crest = brentq(lambda r: r - d * ive(1, r * d / w**2) / ive(0, r * d / w**2),
               0.05, 0.12)
assert abs(found - crest) < 1e-5
ring_height = p0_formula(crest) - 1
ring_estimate = G * w / (np.sqrt(2 * np.pi) * d)
assert abs(ring_estimate / ring_height - 1) < 0.08  # leading large-d term

# Dome or ring: the change comes at d = sqrt(2)*w
for ratio, is_ring in ((1.38, False), (1.45, True)):
    grid = np.linspace(0, 2 * w, 201)
    profile = [angular_mean(lambda x, y: np.exp(
        -((x - ratio * w)**2 + y**2) / (2 * w**2)), r) for r in grid]
    assert (np.argmax(profile) > 0) == is_ring

# Unequal speeds: followed point against the second-order formula
rpm_slow = 80.0
omega_slow = 2 * np.pi * rpm_slow / 60
s = (omega_slow - omega) * R / (omega * e)
a1, a2 = harmonic(1, R).real, harmonic(2, R).real
speed_part = p0_formula(R) * s**2 / 4
tilt_part = -s * a1 / 2
saddle_part = -s**2 * a2 / 8
direct = followed_depth(R, 0.7, omega_slow, omega) / base_depth
mismatch = direct - p0_formula(R)
assert abs(mismatch - speed_part - tilt_part - saddle_part) < 2e-5

# An unfinished half turn
long_turns = turns + 0.5
samples = 200000
angles = 2 * np.pi * long_turns * (np.arange(samples) + 0.5) / samples
left_over = abs(np.mean(np.exp(1j * angles)))
assert abs(left_over * np.pi * long_turns - 1) < 1e-4
half_turn_error = left_over * abs(harmonic(1, R))

# Rate proportional to p**power instead of p
power = 2 / 3
test_radii = np.linspace(0, R, 61)
bend = np.array([angular_mean(lambda x, y: room_map(x, y)**power, r)
                 / p0_formula(r)**power - 1 for r in test_radii])
bend_formula = (power * (power - 1) / 2 * angular_variance(test_radii)
                / p0_formula(test_radii)**2)
assert np.max(np.abs(bend - bend_formula)) < 0.15 * np.max(np.abs(bend))

# Warm track: K falls by track_drop at distance R from the track middle
track_drop = 0.05


def warm_loss(r):
    return angular_mean(lambda x, y: track_drop
                        * (np.hypot(e + x, y) - e)**2 / R**2, r)


assert abs(warm_loss(0.05) / (track_drop * 0.05**2 / (2 * R**2)) - 1) < 0.01

# Edge load: pad outside the wafer relaxes over a length reach
reach = 0.002
n = 3000
rad = np.linspace(R, R + 15 * reach, n)
h = rad[1] - rad[0]
bands = np.zeros((3, n))
bands[1] = -2 / h**2 - 1 / reach**2
bands[0, 2:] = 1 / h**2 + 1 / (2 * h * rad[1:-1])
bands[2, :-2] = 1 / h**2 - 1 / (2 * h * rad[1:-1])
bands[1, 0] = bands[1, -1] = 1.0
rhs = np.zeros(n)
rhs[0] = 1.0
sink = solve_banded((1, 1), bands, rhs)
load = 2 * np.pi * sink * rad
edge_share = np.sum((load[1:] + load[:-1]) / 2) * h / (np.pi * R**2)
assert abs(edge_share / (2 * reach / R) - 1) < 0.02  # thin-band estimate

print(f"wafer radius R = {R*1e3:.0f} mm, centre distance e = {e*1e3:.0f} mm")
print(f"nominal pressure = {P/1e3:.0f} kPa, Preston K = {K:.1e} 1/Pa")
print(f"both speeds = {rpm:.0f} rpm, time = {T:.0f} s, turns = {turns:.0f}")
print(f"angular speed = {omega:.3f} rad/s")
print(f"sliding speed V = {V:.3f} m/s")
print(f"depth at nominal pressure = {base_depth*1e9:.2f} nm")
print(f"tilt along line of centres = {tilt_x*100:.0f} % at edge")
print(f"tilt along sliding (sin theta) = {tilt_y*100:.0f} % at edge")
print(f"saddle = {saddle*100:.0f} % at edge")
print(f"hump height = {G*100:.0f} %, width w = {w*1e3:.0f} mm")
print(f"hump distance d = {d*1e3:.0f} mm, angle = {np.degrees(theta_h):.0f} deg")
print(f"dome/ring limit sqrt(2)*w = {np.sqrt(2)*w*1e3:.1f} mm")
for r in (0.0, 0.03, 0.06, 0.09, 0.12, 0.15):
    print(f"r = {r*1e3:3.0f} mm: p0/P = {p0_formula(r):.5f}, "
          f"depth = {base_depth*p0_formula(r)*1e9:.2f} nm")
print(f"ring crest radius = {crest*1e3:.2f} mm")
print(f"ring crest p0/P - 1 = {ring_height*100:.3f} %")
print(f"ring height estimate = {ring_estimate*100:.3f} %")
crest_step = base_depth * (p0_formula(crest) - p0_formula(0.0))
print(f"crest depth = {base_depth*p0_formula(crest)*1e9:.2f} nm")
print(f"crest minus centre depth = {crest_step*1e9:.2f} nm")
print(f"area mean of p/P = {mean_map:.5f}")
print(f"std/mean of map, no averaging = {np.sqrt(total_var)/mean_map*100:.2f} %")
print(f"std/mean after rotation = {np.sqrt(kept_var)/mean_p0*100:.2f} %")
print(f"share of variance that survives = {kept_var/total_var*100:.2f} %")
print(f"wafer-fixed tilt = {wafer_tilt*100:.0f} % at edge")
print(f"its edge-to-edge depth difference = {fixed_difference*1e9:.2f} nm")
print("Neglected effects, relative to nominal rate:")
print(f"wafer at {rpm_slow:.0f} rpm, pad at {rpm:.0f} rpm: s at edge = {s:.4f}")
print(f"  edge change, followed point = {mismatch*100:.3f} %")
print(f"  part from mean speed = {speed_part*100:.3f} %")
print(f"  part from first harmonic = {tilt_part*100:.3f} %")
print(f"  part from second harmonic = {saddle_part*100:.4f} %")
print(f"extra half turn, edge amplitude = {half_turn_error*100:.3f} %")
print(f"rate ~ p^{power:.3f}: largest change = {bend[np.argmax(abs(bend))]*100:.3f} %")
print(f"warm track, assumed K drop at distance R = {track_drop*100:.0f} %")
print(f"  mean loss at wafer edge = {warm_loss(R)*100:.2f} %")
print(f"pad relaxation length, assumed = {reach*1e3:.0f} mm")
print(f"  extra edge load / interior load = {edge_share*100:.2f} %")
print("verified")
```

Printed output:

```
wafer radius R = 150 mm, centre distance e = 200 mm
nominal pressure = 20 kPa, Preston K = 1.0e-13 1/Pa
both speeds = 90 rpm, time = 60 s, turns = 90
angular speed = 9.425 rad/s
sliding speed V = 1.885 m/s
depth at nominal pressure = 226.19 nm
tilt along line of centres = 8 % at edge
tilt along sliding (sin theta) = -10 % at edge
saddle = 5 % at edge
hump height = 20 %, width w = 30 mm
hump distance d = 90 mm, angle = -60 deg
dome/ring limit sqrt(2)*w = 42.4 mm
r =   0 mm: p0/P = 1.00222, depth = 226.70 nm
r =  30 mm: p0/P = 1.00658, depth = 227.68 nm
r =  60 mm: p0/P = 1.02022, depth = 230.77 nm
r =  90 mm: p0/P = 1.02699, depth = 232.30 nm
r = 120 mm: p0/P = 1.01412, depth = 229.39 nm
r = 150 mm: p0/P = 1.00281, depth = 226.83 nm
ring crest radius = 84.49 mm
ring crest p0/P - 1 = 2.742 %
ring height estimate = 2.660 %
crest depth = 232.40 nm
crest minus centre depth = 5.70 nm
area mean of p/P = 1.01551
std/mean of map, no averaging = 8.76 %
std/mean after rotation = 0.82 %
share of variance that survives = 0.88 %
wafer-fixed tilt = 2 % at edge
its edge-to-edge depth difference = 9.05 nm
Neglected effects, relative to nominal rate:
wafer at 80 rpm, pad at 90 rpm: s at edge = -0.0833
  edge change, followed point = 0.514 %
  part from mean speed = 0.174 %
  part from first harmonic = 0.345 %
  part from second harmonic = -0.0041 %
extra half turn, edge amplitude = 0.047 %
rate ~ p^0.667: largest change = -0.112 %
warm track, assumed K drop at distance R = 5 %
  mean loss at wafer edge = 2.40 %
pad relaxation length, assumed = 2 mm
  extra edge load / interior load = 2.68 %
verified
```
